\section*{Why a conductor repels a permeable plate with 7/8 Casimir strength}

\section{Waves on a line}

Take a wave confined between two walls a distance $d$ apart, free to move along the normal to the walls and nowhere else. Its frequency is $\omega=cq$, with $q$ the wavenumber. If the wave must vanish at both walls, then $q=m\pi/d$ with $m=1,2,\dots$. If it must vanish at one wall and have zero slope at the other, then $q=(m+\tfrac12)\pi/d$ with $m=0,1,\dots$. The spacing is the same in both cases, but the second ladder is shifted by half a step.

Each mode has zero-point energy $\hbar cq/2$. To compare the two divergent sums, weight each mode with $e^{-aq}$, where $a$ is a short cutoff length, and set $x=a\pi/d$. The geometric series give
\begin{align}
\sum_{m\ge1}e^{-mx}&=\frac{1}{e^{x}-1}=\frac1x-\frac12+\frac{x}{12}+\dots,\\
\sum_{m\ge0}e^{-(m+1/2)x}&=\frac{1}{2\sinh(x/2)}=\frac1x-\frac{x}{24}+\dots
\end{align}
Since $q\,e^{-aq}=-\partial_a e^{-aq}$ and $\partial_a=(\pi/d)\,\partial_x$, the energies are
\begin{align}
E_{\rm like}&=\frac{\hbar c\pi}{2d}\left(\frac1{x^2}-\frac1{12}\right)=\frac{\hbar c\,d}{2\pi a^2}-\frac{\pi\hbar c}{24d},\\
E_{\rm mixed}&=\frac{\hbar c\pi}{2d}\left(\frac1{x^2}+\frac1{24}\right)=\frac{\hbar c\,d}{2\pi a^2}+\frac{\pi\hbar c}{48d},
\end{align}
up to terms that vanish with $a$. The first term is the energy of a length $d$ of empty line. It is the same for both pairs of walls, and the line outside the walls balances its force. The remainder has opposite signs in the two cases: like walls attract and unlike walls repel, here with half the strength.

A perfect conductor facing a perfectly permeable plate is the electromagnetic version of the unlike walls. In three dimensions the factor $1/2$ becomes $7/8$.

\section{The two plates and their reflection signs}

Let the plates be parallel planes at $z=0$ and $z=d$, with vacuum between them, at zero temperature. At a perfect conductor the tangential electric field vanishes, $\mathbf E_t=0$. At a perfectly permeable plate the tangential magnetic field vanishes, $\mathbf H_t=0$. Both conditions are taken to hold at all frequencies up to well above $c/d$.

Consider a wave $e^{i(kx+qz-\omega t)}$. Maxwell's curl equations connect its tangential fields. For the two polarizations, with $E$ or with $H$ along $y$, their $x$ components give
\begin{equation}
H_x=-\frac{q}{\mu_0\omega}E_y ,\qquad H_y=\frac{\varepsilon_0\omega}{q}E_x .
\end{equation}
Both relations are odd in $q$. Reflection reverses $q$, so if the tangential electric field at the plate is proportional to $1+r$, the tangential magnetic field is proportional to $1-r$. Therefore
\begin{equation}
\text{conductor: } 1+r=0,\ r=-1;\qquad \text{permeable plate: } 1-r=0,\ r=+1,
\end{equation}
for both polarizations and every angle.

These are limits of ordinary media. Let $Z$ be the ratio of tangential $E$ to tangential $H$ for a wave moving away from the source, $Z_1$ in vacuum and $Z_2$ in the medium. Continuity of both fields requires $1+r=t$ and $(1-r)/Z_1=t/Z_2$, where $t$ is the transmitted field. Eliminating $t$ gives
\begin{equation}
r=\frac{Z_2-Z_1}{Z_2+Z_1}.
\end{equation}
A very large permittivity makes $Z_2$ small and $r\to-1$; a very large permeability makes $Z_2$ large and $r\to+1$. At $60^\circ$ incidence and a relative response of $10^8$, solving the continuity equations numerically gives $-0.9999$ and $-0.9996$ for the two polarizations in the first case, and $0.9996$ and $0.9999$ in the second. The limit is not uniform in angle: for a finite response one polarization departs from $\mp1$, and even changes sign, within an angle of order $1/\sqrt{\varepsilon}$ or $1/\sqrt{\mu}$ of grazing incidence. The ideal force is therefore approached slowly. For a perfect conductor facing a plate with $\varepsilon=1$ and constant $\mu=10^2$, $10^4$, $10^6$, the Lifshitz formula gives a repulsion of $0.66$, $0.83$, $0.87$ times the attraction of two conductors, against the ideal $7/8$. A large $\mu$ must also outweigh the permittivity: with both constant, repulsion needs $\mu$ slightly above $\varepsilon$.

What matters for the cavity is the product $s=r_Ar_B$. It is $+1$ for two conductors, $+1$ for two permeable plates and $-1$ for the mixed pair. Had $r$ been defined with the magnetic field, both coefficients would change sign and $s$ would stay the same.

\section{From modes to round trips}

A mode must reproduce itself after crossing the gap, reflecting, crossing back and reflecting again:
\begin{equation}
s\,e^{2iqd}=1 .
\end{equation}
For $s=+1$ this gives $q=m\pi/d$, and for $s=-1$ it gives $q=(m+\tfrac12)\pi/d$. The values $q$ and $-q$ describe the same standing wave. Each nonzero $|q|$ carries two polarizations. At $q=0$, which occurs for like plates, there is one mode: between conductors, a field uniform in $z$ can have $E_z$ and $H_y$, but a uniform tangential $E$ would have to vanish.

The allowed $q$, positive and negative, form a comb of period $\pi/d$. A periodic function has a Fourier series, here in the functions $e^{2inqd}$. With one tooth at $q_0$ in each period, the coefficients are
\begin{equation}
\frac d\pi\int_{\rm period}\!dq\;\delta(q-q_0)\,e^{-2inqd}=\frac d\pi\,e^{-2inq_0d}=\frac d\pi\,s^n ,
\end{equation}
because $q_0=0$ for $s=+1$ and $q_0=\pi/2d$ for $s=-1$. Hence
\begin{equation}
\sum_m\delta(q-q_m)=\frac d\pi\sum_{n=-\infty}^{\infty}s^n e^{2inqd}.
\label{comb}
\end{equation}
The $n$th term has the phase of a wave that has made $|n|$ round trips, a path of length $2|n|d$, and it carries one factor $s$ per round trip. For the mixed pair the half-step shift of the modes and the alternating sign of the round trips are the same fact in two languages.

\section{The energy of each round trip}

Let $\mathbf k$ be the wavevector along the plates and $K=\sqrt{k^2+q^2}$, so that $\omega=cK$. Summing over all real $q_m$ counts each standing wave twice, which calls for a factor $\tfrac12$; the two polarizations supply a factor $2$. These cancel. The single mode at $q=0$ also comes out right, since $2\times\tfrac12=1$. With the cutoff $e^{-aK}$ the zero-point energy per area is
\begin{align}
E&=\frac{\hbar c}{2}\int\!\frac{d^2k}{(2\pi)^2}\int_{-\infty}^{\infty}\!dq\sum_m\delta(q-q_m)\,K e^{-aK}\nonumber\\
&=\hbar c\,d\sum_{n=-\infty}^{\infty}s^nF(2|n|d),\qquad
F(R)=\int\!\frac{d^3K}{(2\pi)^3}\,K e^{-aK}e^{i\mathbf K\cdot\mathbf R}.
\end{align}
The second line follows from Eq.~(\ref{comb}): the prefactors $\tfrac12\cdot d/\pi\cdot(2\pi)^{-2}$ combine to $d\,(2\pi)^{-3}$, and $\mathbf R$ points along the normal with length $2|n|d$.

The integral over the directions of $\mathbf K$ gives $4\pi\sin(KR)/(KR)$. Then, using $\int_0^\infty K^2e^{-bK}dK=2/b^3$ with $b=a-iR$,
\begin{align}
F(R)&=\frac1{2\pi^2R}\int_0^\infty\!K^2e^{-aK}\sin(KR)\,dK
=\frac1{2\pi^2R}\,{\rm Im}\,\frac{2}{(a-iR)^3}\nonumber\\
&=\frac{1}{\pi^2R}\,\frac{{\rm Im}\,(a+iR)^3}{(a^2+R^2)^3}
=\frac{3a^2-R^2}{\pi^2(a^2+R^2)^3}.
\end{align}

The term $n=0$ contains no reflection. It equals $3\hbar c\,d/(\pi^2a^4)$, the energy of a slab of empty space. Place a distant wall beyond one plate, so that the outside region has width $L-d$. Its own empty-space term is proportional to $L-d$, and the sum of the two does not depend on $d$. The outside round trips have lengths of order $L$ and drop out as $L\to\infty$.

For $n\neq0$ the cutoff can be removed. Each $|F(R)|$ is at most $3/(\pi^2R^4)$, which is summable over $n$, so the limit may be taken term by term: $F(R)\to-1/(\pi^2R^4)$. The terms $n$ and $-n$ are equal, and
\begin{equation}
E=-2\hbar c\,d\sum_{n\ge1}\frac{s^n}{\pi^2(2nd)^4}
=-\frac{\hbar c}{8\pi^2d^3}\sum_{n\ge1}\frac{s^n}{n^4}.
\end{equation}
The pressure, counted positive when it pushes the plates apart, is
\begin{equation}
P=-\frac{dE}{dd}=-\frac{3\hbar c}{8\pi^2d^4}\sum_{n\ge1}\frac{s^n}{n^4}.
\label{P}
\end{equation}
With $s=+1$ every term attracts. With $s=-1$ odd numbers of round trips repel and even numbers attract. The first term is the largest, and in an alternating series of decreasing terms it fixes the sign of the sum.

\section{Where 7/8 comes from}

Write $S=\sum_{n\ge1}1/n^4$. The even terms, $n=2j$, add up to $\sum_j1/(16j^4)=S/16$, which leaves $15S/16$ for the odd terms. The alternating sum is therefore
\begin{equation}
\sum_{n\ge1}\frac{(-1)^n}{n^4}=\frac{S}{16}-\frac{15S}{16}=-\frac78S .
\end{equation}
The missing eighth has two equal parts: the even round trips no longer help the odd ones, and they also work against them.

To find $S$, expand $y^2$ on $-\pi<y<\pi$. Integration by parts gives $y^2=\pi^2/3+4\sum_{n\ge1}(-1)^n\cos(ny)/n^2$. The mean of the square of each side is $\pi^4/5=\pi^4/9+8S$, so $S=\pi^4/90$. Equation~(\ref{P}) becomes
\begin{equation}
P_{\rm cc}=-\frac{\pi^2\hbar c}{240\,d^4},\qquad
P_{\rm mix}=+\frac78\,\frac{\pi^2\hbar c}{240\,d^4}.
\end{equation}

The ratio can also be had without any series. Take two conductors a distance $2d$ apart and sort the modes by their symmetry about the midplane. If $\mathbf E_t$ is odd, it vanishes there, as if a conductor stood in the midplane. If $\mathbf E_t$ is even, $\mathbf H_t$ is odd and vanishes there, as if the midplane were permeable. The modes of the wide cavity are thus those of a conductor cavity of width $d$ together with those of a mixed cavity of width $d$. The empty-space energies also match, since $2d=d+d$. Hence
\begin{equation}
E_{\rm mix}(d)=E_{\rm cc}(2d)-E_{\rm cc}(d)=\left(\frac18-1\right)E_{\rm cc}(d)=-\frac78E_{\rm cc}(d),
\label{double}
\end{equation}
because $E_{\rm cc}\propto d^{-3}$. On the line the energy goes as $d^{-1}$, and the same argument gives $\tfrac12-1=-\tfrac12$, as found at the start. The repulsion comes from the reflection signs; the number $7/8$ comes from those signs together with the power of $d$.

\section{A gap of 100 nm}

For ideal plates at $d=100$ nm, with $\hbar c=3.1615\times10^{-26}$ J\,m, the first round trip contributes
\begin{equation}
\frac{3\hbar c}{8\pi^2d^4}=\frac{3\times3.1615\times10^{-26}\ {\rm J\,m}}{78.957\times10^{-28}\ {\rm m^4}}=12.012\ {\rm Pa}.
\end{equation}
Dividing by $2^4$, $3^4$ and $4^4$ and alternating the signs gives the next terms.
\begin{center}
\begin{tabular}{crr}
$n$ & term (Pa) & running sum (Pa)\\
1 & $+12.012$ & 12.012\\
2 & $-0.751$ & 11.262\\
3 & $+0.148$ & 11.410\\
4 & $-0.047$ & 11.363
\end{tabular}
\end{center}
The running sums fall in turn above and below the full value, $P_{\rm mix}=11.376$ Pa. One round trip alone overshoots it by about 6\%, and two undershoot it by about 1\%. All odd terms together give $+12.189$ Pa and all even terms $-0.813$ Pa. For two conductors both groups attract, and the pressure is $-(12.189+0.813)=-13.00$ Pa. These are values for the ideal model only. At this gap $c/d=3\times10^{15}$ rad/s, a photon energy of about 2 eV. Two Drude metals with gold-like parameters (plasma energy 9 eV, damping 0.035 eV) attract with only about $-5.7$ Pa, and ordinary magnetic materials have a permeability close to that of vacuum at such frequencies.

The energies per area, all taken from the closed formulas, illustrate Eq.~(\ref{double}). Two conductors have $-433.38$ nJ/m$^2$ at $d$ and $-54.17$ nJ/m$^2$ at $2d$. The difference, $-54.17+433.38=379.21$ nJ/m$^2$, is the mixed-pair energy, $379.20$ nJ/m$^2$, to within rounding. This is only the arithmetic $\tfrac18-1=-\tfrac78$. The sorting of modes behind it was tested separately: on a grid, the wavenumbers of a cavity of width $2d$ with the field zero at both walls were found to be those of the like and the mixed cavity of width $d$ taken together.

As a test that does not use round trips, the modes were summed directly with a cutoff length $a=0.01\,d$, the empty-space energy $3\hbar c\,d/(\pi^2a^4)$ was subtracted, and the remaining energy was differentiated numerically. The pressure ratio came out as $-0.87498$. The energy for two conductors was $-0.013706\,\hbar c/d^3$, against $-\pi^2/720=-0.013708$ in the same unit. The small deficit is the effect of the cutoff. For $a\ll R$, $F(R)\approx-(1-6a^2/R^2)/(\pi^2R^4)$, which at $R=2d$ lowers the leading term by a fraction $1.5\,a^2/d^2=1.5\times10^{-4}$, the size of the difference seen, about $2\times10^{-6}$, relative to $0.013708$.

\section{When the repulsion is lost}

The argument needs opposite reflection signs over the frequencies that build the force. The cutoff $e^{-aK}$ suppresses the waves with $K$ above $1/a$. For $a\ll R$ it changes $F(R)$ only by the fraction $6a^2/R^2$, while for $a$ of order $R$ it changes $F(R)$ completely. With $R=2d$ for the leading term, the relevant wavenumbers $K$ are therefore of order $1/d$ and the frequencies $\omega=cK$ of order $c/d$. The smaller the gap, the faster the magnetic response has to be. Suppose that the second plate is strongly permeable in a static field, but that at frequencies near $c/d$ its permeability has dropped to that of vacuum while its permittivity is large. There $Z_2$ is small, and for very large permittivity $r\to-1$ and $s\to+1$: the plate acts as a second conductor and is attracted. A moderate permittivity still attracts, more weakly; for $\varepsilon=12$ the pull is about half that between two conductors. A large static permeability is therefore no sufficient condition for repulsion. In a model plate with $\varepsilon=12$, static permeability $10^3$ and a magnetic resonance at $10^{10}$ rad/s, the zero-temperature force turns repulsive only beyond about 3 mm, where $\hbar c/(k_Bd)$ is below 1 K.

The value $7/8$ also assumes that zero-point energy is all there is. This requires $k_BT\ll\hbar c/d$. The modes with $q$ of order $1/d$ are then hardly excited by heat, and the leading change is the push of the thermal radiation outside, which adds $-\pi^2(k_BT)^4/(45\hbar^3c^3)$ to both pressures; at 300 K and 100 nm this is negligible. For $k_BT$ of order $\hbar c/d$ and above, the ideal mixed pair still repels, but the ratio tends to $3/4$ instead of $7/8$. The numerical output follows.

\section*{Computed results}
\begin{verbatim}
Incidence angle in reflection test: 60 degrees
Large relative eps or mu in that test: 1e+08
r of tangential E, large eps, TE and TM: -0.9999, -0.9996
r of tangential E, large mu, TE and TM: 0.9996, 0.9999
q d/pi, like plates, field zero at both: [1. 2. 3. 4.]
q d/pi, like plates, slope zero at both: [0. 1. 2. 3.]
q d/pi, mixed pair: [0.5 1.5 2.5 3.5]
Cutoff length in direct mode sum: 0.01 d
Direct energy, conductors: -0.013706 hbar c/d^3
Formula energy, conductors: -0.013708 hbar c/d^3
Direct energy, mixed pair: 0.011992 hbar c/d^3
Formula energy, mixed pair: 0.011994 hbar c/d^3
Direct pressure, conductors: -0.041114 hbar c/d^4
Direct pressure, mixed pair: 0.035974 hbar c/d^4
Direct pressure ratio mixed/conductors: -0.87498
Example gap d: 100 nm
hbar c: 3.16153e-26 J m
Energy per area, conductors at d: -433.3753 nJ/m^2
Energy per area, conductors at 2d: -54.1719 nJ/m^2
Energy per area, mixed pair at d: 379.2034 nJ/m^2
Pressure, conductors: -13.001 Pa
Pressure, mixed pair: 11.376 Pa
Mixed pair, n = 1: term +12.0124 Pa, running sum 12.0124 Pa
Mixed pair, n = 2: term -0.7508 Pa, running sum 11.2616 Pa
Mixed pair, n = 3: term +0.1483 Pa, running sum 11.4099 Pa
Mixed pair, n = 4: term -0.0469 Pa, running sum 11.3630 Pa
Mixed pair, all odd n: +12.1887 Pa
Mixed pair, all even n: -0.8126 Pa
Odd share of conductor magnitude: 0.9375
Even share of conductor magnitude: -0.0625
\end{verbatim}
